# Elimination of closed channels in multichannel quantum defect theory, part 2

An electron moves outside a core of charge \(+1\); closed channels are to be eliminated from its reaction matrix \(K\). Hartree atomic units are used. Channel \(i\) has threshold \(E_i\), integer \(l_i\ge0\) and \(\varepsilon_i=E-E_i\), equal to \(k_i^2/2\) in the \(N_o\) open channels (label \(o\)) and \(-1/(2\nu_i^2)\) in the \(N_c\) closed ones (label \(c\)). The radial functions obey
\[
u_i''=\Big[\frac{l_i(l_i+1)}{r^2}-\frac{2}{r}-2\varepsilon_i\Big]u_i+2\sum_j V_{ij}(r)\,u_j . \tag{1}
\]
\(V\) is real, symmetric and zero for \(r\ge r_0\). There the regular solutions, columns of \(u\), are \(u=fI-gJ\), with \(I=\frac{\pi}{2}(g'u-gu')\), \(J=\frac{\pi}{2}(f'u-fu')\), and \(K=JI^{-1}\) is real and symmetric (Lemma 1). Assumptions: (A3) \(\nu_i>l_i\) in closed channels; (A4) \(I\) is invertible.

Open channels: \(f=(2/\pi k)^{1/2}F_l\), \(g=-(2/\pi k)^{1/2}G_l\), \(F_l\to\sin\theta_l\), \(G_l\to\cos\theta_l\), \(\theta_l=kr+k^{-1}\ln 2kr-l\pi/2+\arg\Gamma(l+1-i/k)\).

Closed channels: \(z=2r/\nu\), \(\mu=l+\tfrac12\), \(\beta=\pi(\nu-l)\), \((a)_n=a(a+1)\cdots(a+n-1)\),
\[
\mathbf M(a,b,z)=\sum_{n=0}^\infty\frac{(a)_n\,z^n}{n!\,\Gamma(b+n)},\qquad
f_l=\Big[\frac{\nu\,\Gamma(\nu+l+1)}{\Gamma(\nu-l)}\Big]^{1/2}z^{l+1}e^{-z/2}\,\mathbf M(l+1-\nu,\,2l+2,\,z), \tag{2}
\]
\[
f=f_l,\qquad g=\frac{f_l\cos 2\pi\mu-f_{-l-1}}{\sin 2\pi\mu}, \tag{3}
\]
as a limit for integer \(l\). The square root in (2) is \(\alpha\); \(b=2l+2\). Kummer's equation is \(zw_{zz}+(b-z)w_z-aw=0\). Always \(\mathcal W(f,g)=fg'-f'g=2/\pi\). The growth coefficients, limits of \(v\,z^{\nu}e^{-z/2}\), are \(C\sin\beta\) for \(f\) and \(-C\cos\beta\) for \(g\), with \(C>0\); \(\chi=-(f\cos\beta+g\sin\beta)\) decays.

A solution \(fZ-gY\), \(Y=KZ\), does not grow if and only if
\[
\sin\beta\,Z_c+\cos\beta\,(K_{co}Z_o+K_{cc}Z_c)=0 . \tag{6}
\]
Its closed rows are then \(-a_i\chi_i\), with \(Z_i=a_i\cos\beta_i\), \(Y_i=-a_i\sin\beta_i\). For \(Z_o=1\), if no closed \(\nu_i\) is a half-integer and the inverse exists, \(Z_c=-(\tan\pi\nu+K_{cc})^{-1}K_{co}\) and the open rows are \(f_o-g_oK_{\rm phys}\):
\[
K_{\rm phys}=K_{oo}-K_{oc}\,(\tan\pi\nu+K_{cc})^{-1}K_{co}. \tag{4}
\]
With all channels closed and no half-integer \(\nu_i\), bound levels satisfy
\[
\det(\tan\pi\nu+K)=0. \tag{5}
\]
Remark 1: \(S\) maps \(Z_o-iY_o\) (incoming) to \(Z_o+iY_o\) (outgoing), \(S=(1+iK_{\rm phys})(1-iK_{\rm phys})^{-1}\); (6) makes their norms equal, even where (4) is not finite.

**Remark 2 (poles).** Let \((\tan\pi\nu+K_{cc})v=0\) with \(v\ne0\). Then \(Z_o=0\), \(Z_c=v\) solves (6), and its open rows are \(-g_oY_o\) with \(Y_o=K_{oc}v\). If \(Y_o=0\), the solution is square-integrable: a bound state inside the continuum. If no such state exists, a solution with zero incoming amplitude has zero outgoing amplitude by Remark 1, so \(Z_o=Y_o=0\) and the solution vanishes. The map to incoming amplitudes is then injective; the \(N_c\) conditions (6) leave at least \(N_o\) solutions, so it is also onto, and \(S\) is defined and unitary. The solution above gives \(S(-iY_o)=iY_o\), so \(S\) has the eigenvalue \(-1\). An eigenphase equals \(\pi/2\) modulo \(\pi\) at this energy, and only the parametrization by \(K_{\rm phys}\) is singular. The condition is (5) for the closed block alone. As \(E\) approaches a closed threshold from below, \(\nu\to\infty\) and the tangent runs through its range once per unit of \(\nu\). For one closed channel with continuous finite \(K_{cc}\) there is then at least one root of \(\tan\pi\nu+K_{cc}\) per unit of \(\nu\). These roots form a Rydberg series converging to the closed threshold; each is a pole of \(K_{\rm phys}\) if \(K_{oc}\neq0\) there, and a bound state in the continuum if \(K_{oc}=0\).

**Remark 3 (half-integer \(\nu\)).** Solving (6) without dividing gives \(K_{\rm phys}=K_{oo}-K_{oc}(\sin\beta+\cos\beta K_{cc})^{-1}\cos\beta\,K_{co}\). If \(\cos\beta_i=0\), row \(i\) of (6) says \(Z_i=0\), and row and column \(i\) of \(K\) drop out. With a single closed channel \(K_{\rm phys}=K_{oo}\). The closed component need not vanish there, since \(a_i=-\sin\beta_i\,Y_i\). For bound states, (5) is undefined at such an energy, while a level can still lie there if the remaining channels satisfy their own condition.

**Remark 4 (\(\nu\le l\)).** For integer \(l\), \(\Gamma(\nu+l+1)=\Gamma(\nu+1)\prod_{p=1}^l(\nu+p)\) and \(\Gamma(\nu)=\Gamma(\nu-l)\prod_{p=1}^l(\nu-p)\), so \(\alpha^2=\nu^{2l+2}A\) with \(A=\prod_{p=1}^{l}(1-p^2/\nu^2)\), and \(f\simeq A^{1/2}(2r)^{l+1}/(2l+1)!\) at small \(r\). The factor \(A\) vanishes at \(\nu=1,\dots,l\) and is negative for \(l-1<\nu<l\), so \(f\) vanishes at these integers and is imaginary in that interval; (A3) excludes both cases. For \(K=0\), (5) has roots at these integers, but the growth factor \(1/\Gamma(l+1-\nu)\) of the regular solution is nonzero for \(\nu\le l\), so they are not levels. The program tests that the lowest pure Coulomb level for \(l=2\) on its grid has \(\nu=3\).

**Remark 5 (poles of \(K\)).** If \(\det I=0\), (A4) fails. The growth coefficients of \(uc=(fI-gJ)c\) are still \(C(\sin\beta\,I+\cos\beta\,J)c\), so the level condition \(\det(\sin\beta\,I+\cos\beta\,J)=0\) holds without (A4).

**Remark 6 (one channel).** Write \(K=\tan\pi\mu_d\). Then (5) is \(\tan\pi\nu=-\tan\pi\mu_d\), so \(\nu=n-\mu_d\) with integer \(n\), and \(E=E_1-1/[2(n-\mu_d)^2]\), the Rydberg formula with quantum defect \(\mu_d\). Above threshold \(f-gK\propto\sin(\theta+\pi\mu_d)\), so \(\pi\mu_d\) is the phase shift. For \(K=0\) the hydrogen levels \(\nu=n>l\) result.

## Continuity through a threshold

The theorem is useful because one matrix function \(K(E)\) serves both sides of a threshold. This requires the reference pairs above and below the threshold to join continuously: replacing \(g\) by \(g+cf\) on one side only keeps the Wronskian but in general makes \(K\) jump.

**Lemma 4.** At fixed \(r\), as \(\varepsilon\to0\) from either side, \(f\to\sqrt{2r}\,J_{2l+1}(\sqrt{8r})\) and \(g\to\sqrt{2r}\,Y_{2l+1}(\sqrt{8r})\), and the \(r\)-derivatives converge likewise.

*Proof.* Let \(\phi_l=(2r)^{l+1}e^{-z/2}\mathbf M(l+1-\nu,2l+2,z)\). As \(1/\nu\to0\), real or complex, \(e^{-z/2}\to1\) and \((a)_nz^n=\prod_{j<n}(l+1+j-\nu)(2r/\nu)\to(-2r)^n\). For \(|\nu|\ge1\) this product is bounded by \((2r)^n(|l|+2)_n\), so the series is dominated by a convergent one, uniformly for complex \(l\) in a bounded set. The limit is \(\sum_n(-1)^n(2r)^{n+l+1}/[n!\,\Gamma(n+2l+2)]=\sqrt{2r}\,J_{2\mu}(\sqrt{8r})\), by the series of the Bessel function with \(x/2=\sqrt{2r}\). In the same way \(\phi_{-l-1}\to\sqrt{2r}\,J_{-2\mu}\).

Below threshold \(f_l=\alpha\nu^{-l-1}\phi_l\), and \(\alpha^2\nu^{-2l-2}=\Gamma(\nu+l+1)/[\Gamma(\nu-l)\nu^{2l+1}]\to1\) by Stirling's formula. For non-integer \(2\mu\), (3) tends to \(\sqrt{2r}\,(J_{2\mu}\cos2\pi\mu-J_{-2\mu})/\sin2\pi\mu\), which is the definition of \(\sqrt{2r}\,Y_{2\mu}\). For integer \(l_0\), \(g\) is analytic in the disc \(|l-l_0|\le\frac14\) and converges uniformly on its boundary, so Cauchy's integral formula gives convergence at the centre.

Above threshold put \(1/\nu=-ik\), \(\eta=1/k\), so that \(z=-2ikr\), \(a=l+1-i\eta\), \(b-a=\bar a\). For \(l>-1\), expanding \(e^{zt}\) and using the beta integral \(\int_0^1t^{a+n-1}(1-t)^{b-a-1}dt=\Gamma(a+n)\Gamma(b-a)/\Gamma(b+n)\) gives
\[
\phi_l=\frac{(2r)^{l+1}}{\Gamma(a)\Gamma(\bar a)}\int_0^1e^{ikr(1-2t)}\,t^{a-1}(1-t)^{\bar a-1}\,dt .
\]
The integrand decays as \(t\to-i\infty\), so the path can be replaced by one from \(0\) to \(-i\infty\) and one from \(1-i\infty\) to \(1\). The substitution \(t\to1-t\) shows that the second piece is the complex conjugate of the first. Each piece solves the equation, because Kummer's operator applied to \(e^{zt}t^{a-1}(1-t)^{b-a-1}\) equals \(-\partial_t[e^{zt}t^a(1-t)^{b-a}]\), and the bracket vanishes at all end points. With \(t=-is/2kr\) and \((-i)^a=e^{-i\pi(l+1)/2}e^{-\pi\eta/2}\),
\[
\phi_l=k^{-l-1}e^{-\pi\eta/2}\Big[\frac{e^{-i\pi(l+1)/2}}{\Gamma(\bar a)}H+\text{c.c.}\Big],\qquad
H=\frac{e^{ikr}(2kr)^{i\eta}}{\Gamma(a)}\int_0^\infty e^{-s}s^{a-1}\Big(1+\frac{is}{2kr}\Big)^{\bar a-1}ds,
\]
and \(H\to e^{i(kr+\eta\ln2kr)}\) at large \(r\). Each integration by parts raises \(s^{a-1}/\Gamma(a)\) to \(s^{a}/\Gamma(a+1)\) and extends \(H\) by one unit to lower \(l\) with the same limit, and the identity, analytic in \(l\), extends with it. Since \(1/\Gamma(\bar a)=e^{i\arg\Gamma(a)}/|\Gamma(a)|\) and \(\cos(x-\pi/2)=\sin x\), for all real \(l\)
\[
\phi_l\to\frac{2k^{-l-1}e^{-\pi\eta/2}}{|\Gamma(a)|}\sin\theta_l .
\]
This confirms the phase \(\theta_l\) and gives \(f_l=B_l\phi_l\) with \(B_l=\frac12(2/\pi k)^{1/2}k^{l+1}e^{\pi\eta/2}|\Gamma(a)|\). Stirling's formula gives \(|\Gamma(a)|\simeq(2\pi)^{1/2}\eta^{\,l+1/2}e^{-\pi\eta/2}\), so \(B_l\to1\), and likewise \(B_{-l-1}\to1\).

The phase difference is \(\Delta=\theta_{-l-1}-\theta_l=\pi\mu+\arg[\Gamma(-l-i\eta)\Gamma(l+1+i\eta)]\), and the product is \(\pi/\sin\pi(l+1+i\eta)\). From \(\sin(x+iy)=\frac{i}{2}e^{y}e^{-ix}(1-e^{2ix-2y})\) with \(x=\pi(l+1)\), \(y=\pi\eta\), its argument is \(x-\pi/2+\delta=\pi\mu+\delta\), where \(\delta=-\arg(1-e^{2\pi il}e^{-2\pi/k})\). So \(\Delta=2\pi\mu+\delta\). The addition theorem \(\sin(\theta+\Delta)=\sin\theta\cos\Delta+\cos\theta\sin\Delta\) gives \(f_{-l-1}=f_l\cos\Delta-g\sin\Delta\), which is (3) with \(2\pi\mu\) replaced by \(\Delta\). As \(k\to0\), \(\delta=O(e^{-2\pi/k})\), and the same limit results for non-integer \(2\mu\). For complex \(l\) in the disc, continue \(|\Gamma(a)|\) as \([\Gamma(l+1-i\eta)\Gamma(l+1+i\eta)]^{1/2}\) (likewise for \(-l-1\)) and \(\delta\) as \(\frac{i}{2}\ln[(1-e^{2\pi il}e^{-2\pi/k})/(1-e^{-2\pi il}e^{-2\pi/k})]\); both are analytic there for small \(k\), and the limits \(B\to1\), \(\delta\to0\) are uniform. At integer \(l_0\), \(\delta=0\), so for small \(k\) the only zero of \(\sin\Delta\) in the disc is the simple one at \(l_0\). The identity shows that the numerator vanishes there, \(g\) is continuous in \(l\) because \(H\) is, and the Cauchy argument applies again. The differentiated series obey bounds of the same kind. ∎

The matrix \(u(r_0)\) depends continuously on \(E\), so by Lemma 1 \(K(E)\) is continuous through a threshold at which it stays finite. Higher smoothness is not proved here. Numerically, for \(l=2\) and \(r=4\), \(g=-0.81074\) and \(-0.80764\) at \(\varepsilon=\mp2.1\times10^{-4}\); their mean, \(-0.80919\), agrees with the Bessel value in the digits shown. In the model \(K_{11}=0.66688\) and \(0.66676\) at these two distances from the first threshold, and the program tests that a straight-line extrapolation of \(K\) from below reproduces \(K\) above to better than \(5\times10^{-4}\) in every element.

## Worked example

The model has thresholds \(0,\ 0.02,\ 0.05\) hartree, \(l=0,1,2\), \(r_0=4\), and \(V=16x^2(1-x)^2U\) for \(x=r/r_0<1\), with \(U_{11}=-0.30\), \(U_{22}=-0.15\), \(U_{33}=-0.30\), \(U_{12}=0.15\), \(U_{13}=0.05\), \(U_{23}=0.08\) hartree. The parameters are round numbers that describe no particular atom; six digits are kept to expose the comparison. \(K\) comes from the power series of \(u\) and Lemma 1. The comparison is a finite-element discrete-variable solution on \(0\le r\le250\) that sets closed components to zero at the outer end, matches open ones to \(F_l,G_l\) there, and uses no negative-energy Coulomb function. The program and its output follow this text.

**One open channel, \(E=0.005\).** Here \(\nu_2=(2\times0.015)^{-1/2}=5.773503\) and \(\nu_3=(2\times0.045)^{-1/2}=3.333333\), with tangents \(-0.862249\) and \(1.732051\). With \(K_{22}=0.755370\), \(K_{23}=-0.250397\), \(K_{33}=0.398416\),
\[
\tan\pi\nu+K_{cc}=\begin{pmatrix}-0.106879&-0.250397\\-0.250397&2.130467\end{pmatrix},\qquad \det=-0.227702-0.062699=-0.290401 .
\]
With \(K_{12}=0.227151\) and \(K_{13}=0.138055\), the \(2\times2\) inverse gives
\[
Z_2=\frac{2.130467\times0.227151+0.250397\times0.138055}{0.290401}=\frac{0.518507}{0.290401}=1.785486,
\]
\[
Z_3=\frac{0.250397\times0.227151-0.106879\times0.138055}{0.290401}=\frac{0.042123}{0.290401}=0.145051,
\]
\[
K_{\rm phys}=0.665352+0.405575+0.020025=1.090952 .
\]
The unrounded formula and the grid both give \(1.0909515\), a phase shift of \(0.8289\) rad. \(K_{11}\) by itself would give \(\arctan0.665352=0.587\) rad. Most of the closed-channel correction to \(K_{11}\), \(0.405575\) of \(0.425600\), enters through \(Z_2\), which is large because \(\tan\pi\nu_2\) nearly cancels \(K_{22}\) and leaves a small determinant. The amplitudes are \(a_2=-2.3576\) and \(a_3=Z_3/\cos(4\pi/3)=-0.2901\), and the closed components \(-a\chi\) at 16 bohr, \(3.439969\) and \(0.462808\), agree with the grid in all digits shown.

**Two open channels, \(E=0.032\).** Now \(\nu_3=5.270463\), and the denominator is \(1.137607+0.518134=1.655741\). From \(K_{13}=0.160868\) and \(K_{23}=-0.269444\) follow \(Z_c=(-0.097158,\ 0.162733)\) and
\[
(K_{\rm phys})_{11}=0.65645-0.01563=0.64082,\quad
(K_{\rm phys})_{12}=0.20802+0.02618=0.23420,\quad
(K_{\rm phys})_{22}=0.69468-0.04385=0.65083,
\]
against \(0.6408211\), \(0.2341981\), \(0.6508289\) on the grid. Over eight energies in the two ranges, the largest absolute difference between an element of \(S\) from (4) and from the grid is \(1.0\times10^{-12}\).

At \(\nu_3=5.5\), \(E=0.033471\), the grid gives \(0.655920\), \(0.207081\), \(0.691583\), equal to \(K_{oo}\), as Remark 3 requires. The pole condition \(\tan\pi\nu_3=-K_{33}\) is met at \(\nu_3=5.844386\), where \(K_{33}=0.531945=\tan(\pi\times0.155614)\) and \(E=0.0353617\) hartree (0.9622 eV). The grid \(S\) there has an eigenvalue at a distance \(4.7\times10^{-13}\) from \(-1\).

**Levels.** For \(-0.059453<E<-0.012019\) the determinant of Remark 5, scanned on points that include the midpoints between grid levels, has five sign changes, and the grid has five eigenvalues. The largest difference between the two sets is \(3.1\times10^{-13}\) hartree. At the second level, \(E=-0.034126338\) hartree (\(-0.92862\) eV), the tangents are \(-0.601108\), \(0.124254\), \(5.062032\), the diagonal elements of \(K\) are \(0.675343\), \(0.858845\), \(0.205192\), and
\[
\tan\pi\nu+K=\begin{pmatrix}0.074235&0.262764&0.092591\\0.262764&0.983099&-0.194875\\0.092591&-0.194875&5.267224\end{pmatrix}.
\]
Expansion along the first row gives \(0.074235\times5.140227-0.262764\times1.402081-0.092591\times0.142232=0.381585-0.368416-0.013169\), which is zero to six decimals. The unit amplitude vector is \(a=(0.9665,-0.2277,-0.1183)\), and the channel components it predicts at 16 bohr, in the proportion \(0.937154:-0.348366:-0.019558\), match the grid eigenvector.

The five values of \(\nu_1\) are \(3.341,\ 3.828,\ 4.811,\ 5.698,\ 5.852\), which is not one Rydberg series. In the rough estimates that follow, "alone" means that the off-diagonal elements of \(K\) are dropped and the diagonal element is held at its value at the second level. Channel 1 alone, with \(\mu_d=\pi^{-1}\arctan0.675\approx0.19\), would give \(3.81,\ 4.81,\ 5.81\). Channel 2 alone, with \(\pi^{-1}\arctan0.859\approx0.23\), would give \(\nu_2\approx2.77\) and \(3.77\). The first level has \(\nu_2=2.778\), and the last two have \(\nu_2=3.758\) and \(3.801\). This suggests that the first level belongs mainly to channel 2 and that the last two arise from the near coincidence of \(\nu_1\approx5.81\) with \(\nu_2\approx3.77\); the assignment is a reading of these numbers and has not been tested.

Slow variation of \(K\) does not hold for every element of this model. \(K_{33}\) is \(0.205\), \(0.398\) and \(0.518\) at \(\nu_3=2.438\), \(3.333\) and \(5.270\). The factor \(A=(1-1/\nu^2)(1-4/\nu^2)\) of Remark 4 is \(0.272\), \(0.582\) and \(0.825\) at these points, and \(K_{33}/A\) is \(0.75\), \(0.68\) and \(0.63\). It is a conjecture, consistent with these ratios, that most of the variation is the normalization of the \(l=2\) pair as \(\nu\) approaches \(l\). A constant \(K\) would not describe channel 3 over this range, whereas (4) and (5) with \(K(E)\) remain exact.

## Table of computed values

```
nu=2.6 l=0.3: growth of f/C 0.8088, sin beta 0.8090; of g/C -0.5876, -cos beta -0.5878
l=2 r=4: g(-2.1e-4 Eh) -0.81074, g(+2.1e-4 Eh) -0.80764, sqrt(2r)Y5 -0.80919
nu=3.3 l=1: integrated f/g at r=150 bohr -1.37638192, -tan(pi nu) -1.37638192
pure Coulomb l=2: lowest grid level nu = 3.00000000
thresholds (Eh): 0.00 0.02 0.05 ; l: 0 1 2 ; r0, R (bohr): 4.0 250.0
U11 U12 U13 U22 U23 U33 (Eh): -0.30 0.15 0.05 -0.15 0.08 -0.30
K11 at E=-2.1e-4, +2.1e-4 Eh: 0.66688 0.66676
E = 0.005 Eh = 0.13606 eV, open channels: 1
  closed nu: 5.773503 3.333333 ; tan(pi nu): -0.862249 1.732051
  K11 K12 K13 K22 K23 K33: 0.665352 0.227151 0.138055 0.755370 -0.250397 0.398416
  asymmetry of K: 1.8e-14
  Z_c: 1.785486 0.145051 ; a = Z_c/cos beta: -2.357567 -0.290101
  K_phys formula (upper triangle): 1.0909515
  K_phys grid    (upper triangle): 1.0909515
  eigenphases (rad): 0.828868
  closed parts at r=16 bohr, formula: 3.439969 0.462808 ; grid: 3.439969 0.462808
E = 0.032 Eh = 0.87076 eV, open channels: 2
  closed nu: 5.270463 ; tan(pi nu): 1.137607
  K11 K12 K13 K22 K23 K33: 0.656451 0.208020 0.160868 0.694676 -0.269444 0.518134
  asymmetry of K: 6.9e-15
  Z_c: -0.097158 0.162733 ; a = Z_c/cos beta: 0.147159 -0.246483
  K_phys formula (upper triangle): 0.6408211 0.2341981 0.6508289
  K_phys grid    (upper triangle): 0.6408211 0.2341981 0.6508289
  eigenphases (rad): 0.390444 0.721698
  closed parts at r=16 bohr, formula: 0.139735 -0.234048 ; grid: 0.139735 -0.234048
largest |S formula - S grid| over 8 energies: 1.0e-12
nu3=5.5, E = 0.033471 Eh: K_oo 0.655920 0.207081 0.691583 ; grid 0.655920 0.207081 0.691583
pole: nu3 = 5.844386, E = 0.03536165 Eh = 0.962239 eV, K33 = 0.531945
  grid S there: distance of an eigenvalue from -1: 4.7e-13
levels for -0.059453 < E < -0.012019 Eh: 5
  E determinant (Eh), E grid (Eh), E (eV), nu1 nu2 nu3
  -0.044803186 -0.044803186 -1.21916 3.34065 2.77771 2.29654
  -0.034126338 -0.034126338 -0.92862 3.82772 3.03935 2.43792
  -0.021599593 -0.021599593 -0.58775 4.81130 3.46689 2.64259
  -0.015397905 -0.015397905 -0.41900 5.69842 3.75834 2.76505
  -0.014598957 -0.014598957 -0.39726 5.85227 3.80149 2.78210
second level, E = -0.034126338 Eh: tan(pi nu): -0.601108 0.124254 5.062032
  K11 K12 K13 K22 K23 K33: 0.675343 0.262764 0.092591 0.858845 -0.194875 0.205192
  singular values of tan(pi nu)+K: 5.27732 1.04724 3.5e-14
  unit amplitude vector a: 0.966524 -0.227693 -0.118273
  unit channel vector at r=16 bohr, formula: 0.937154 -0.348366 -0.019558 ; grid: 0.937154 -0.348366 -0.019558
largest level difference (Eh): 3.1e-13
```
